# Landau–Zener Tunnelling at a Gapped Band Crossing in a Constant Field

In a model chain with a band gap of 0.020 hartree, an electron driven once past the gap by a force of \(2.0\times10^{-4}\) atomic units ends in the upper band with probability 0.0015. With a force five times larger the probability is 0.27, about 180 times as much. The gap and the bands are the same in both cases. The steep rise comes from the way a constant force carries the electron through the region where the two bands approach each other.

The chain has sites at \(x_j=aj\), a hopping amplitude \(J>0\) between neighbours, and site energies alternating between \(+\Delta/2\) and \(-\Delta/2\). In a correlated oxide such an alternation can stand for the mean field of an antiferromagnetic order, felt by one spin species. The other species feels the opposite sign. The alternation is held fixed here, and each electron moves independently. Atomic units are used, with \(\hbar=1\). A constant force \(F>0\) acts towards positive \(x\); since the electron has charge \(-1\), the electric field has magnitude \(F\) and points the other way. The site amplitudes \(c_j\) obey

\[
i\dot c_j=-J(c_{j+1}+c_{j-1})+(-1)^j\frac{\Delta}{2}c_j-Faj\,c_j .
\]

The last term grows along the chain and hides the translational symmetry. A phase removes it. With \(c_j=e^{iFajt}f_j\), the left side becomes \(e^{iFajt}(i\dot f_j-Fajf_j)\), whose second part cancels the potential. The neighbouring amplitudes keep an additional phase \(e^{\pm iFat}\), so that

\[
i\dot f_j=-J\left(e^{iFat}f_{j+1}+e^{-iFat}f_{j-1}\right)+(-1)^j\frac{\Delta}{2}f_j .
\]

The alternating energy couples a plane wave of wave number \(k_0\) to that of \(k_0+\pi/a\), and couples the latter back to the former. We therefore set

\[
f_j=e^{ik_0aj}\left[\alpha(t)+(-1)^j\beta(t)\right],\qquad k(t)=k_0+Ft .
\]

The factor \((-1)^j\) changes sign between neighbours, so the hopping term gives \(-2J\cos(ka)[\alpha-(-1)^j\beta]\). The alternating term gives \((\Delta/2)[\beta+(-1)^j\alpha]\). Comparing the uniform and the alternating parts yields

\[
i\dot\alpha=-2J\cos(ka)\,\alpha+\frac{\Delta}{2}\beta,\qquad
i\dot\beta=\frac{\Delta}{2}\alpha+2J\cos(ka)\,\beta .
\]

At fixed \(k\) the energies are \(\pm\sqrt{4J^2\cos^2(ka)+\Delta^2/4}\). They are closest at \(ka=\pi/2\), where they differ by the full gap \(\Delta\). Let \(k=\pi/(2a)+\kappa\). Then \(-2J\cos(ka)=2J\sin(\kappa a)\), which near the crossing is

\[
2J\sin(\kappa a)\simeq v\kappa,\qquad v=2Ja .
\]

Thus \(\pm v\) are the slopes, and so the group velocities, of the branches that would cross if \(\Delta\) were zero. With time measured from the crossing, \(\kappa=Ft\), and the diagonal energies are \(\pm vFt\).

The straight-line replacement needs two conditions. The branches mix strongly when \(v|\kappa|\) is at most of order \(\Delta/2\), that is, for \(|\kappa|a\) up to about \(\Delta/(4J)\). This must be small. Also, a fast sweep has a characteristic time \(1/\sqrt{vF}\), during which \(\kappa a\) changes by \(a\sqrt{F/v}=\sqrt{Fa/(2J)}\). This must be small too. Hence the chain must satisfy \(\Delta\ll4J\) and \(Fa\ll2J\).

In the linear problem we measure time by \(\tau=t\sqrt{vF}\). Dividing the equations by \(\sqrt{vF}\) leaves one parameter:

\[
i\alpha'=\tau\alpha+g\beta,\qquad i\beta'=g\alpha-\tau\beta,\qquad
g=\frac{\Delta}{2\sqrt{vF}},
\]

where a prime means \(d/d\tau\). The phases due to the diagonal energies are removed by \(\alpha=e^{-i\tau^2/2}A\) and \(\beta=e^{i\tau^2/2}B\). Their derivatives cancel the diagonal terms, leaving

\[
iA'=g e^{i\tau^2}B,\qquad iB'=g e^{-i\tau^2}A .
\]

Differentiating the first equation and using both gives

\[
iA''=2i\tau(iA')+g e^{i\tau^2}B'=-2\tau A'-ig^2A,
\]

and therefore

\[
A''-2i\tau A'+g^2A=0 .
\]

Because \(\tau\) occurs only to first power, an integral over exponentials turns this into a first-order equation. Let \(A=\int_C w(p)e^{ip\tau}dp\). The three terms contribute \(-p^2w\), \(2\tau pw\) and \(g^2w\) to the integrand. In the middle one, \(\tau e^{ip\tau}=-i\,d(e^{ip\tau})/dp\), and integration by parts moves the derivative onto \(pw\). If the boundary terms vanish, the equation holds when

\[
2i(pw)'+(g^2-p^2)w=0,
\]

with the prime here meaning \(d/dp\). Dividing by \(2ipw\) gives

\[
\frac{(pw)'}{pw}=\frac{i\nu}{p}-\frac{ip}{2},\qquad \nu=\frac{g^2}{2},
\]

so \(pw=p^{i\nu}e^{-ip^2/4}\), apart from a constant factor. Together with \(B=iA'e^{-i\tau^2}/g\), this gives the pair

\[
A=\int_C p^{-1+i\nu}e^{-ip^2/4+ip\tau}dp,
\]

\[
B=-\frac{e^{-i\tau^2}}{g}\int_C p^{i\nu}e^{-ip^2/4+ip\tau}dp .
\]

The path \(C\) and the branch of the power must now be fixed. Along \(p=e^{-i\pi/4}r\) we have \(p^2=-ir^2\), and \(e^{-ip^2/4}=e^{-r^2/4}\). We let \(C\) come from infinity at the upper left, pass below the origin, and go to infinity at the lower right, with both ends parallel to this direction. The Gaussian then removes the boundary terms. The branch cut runs from the origin to the upper left, along \(e^{3\pi i/4}\), and \(C\) stays below it. The argument of \(p\) lies between \(-5\pi/4\), on the lower edge of the cut, and \(3\pi/4\), on the upper edge. Since \(|p^{i\nu}|=e^{-\nu\arg p}\), the side on which the path passes the origin affects the size of the integral.

For \(\tau<0\), move the path to the straight line \(p=2\tau+e^{-i\pi/4}r\), with \(r\) running from \(-\infty\) to \(\infty\). This line is parallel to the cut and below it, so no singularity is crossed. With \(q=e^{-i\pi/4}r\),

\[
-\frac{i(2\tau+q)^2}{4}+i(2\tau+q)\tau
=i\tau^2-\frac{iq^2}{4}=i\tau^2-\frac{r^2}{4}.
\]

The terms linear in \(q\) cancel, and

\[
B=-\frac{e^{-i\pi/4}}{g}\int_{-\infty}^{\infty}
\left(2\tau+e^{-i\pi/4}r\right)^{i\nu}e^{-r^2/4}dr .
\]

As \(\tau\to-\infty\), any fixed \(r\) becomes negligible beside \(2\tau\), whose argument on this branch is \(-\pi\). The modulus of the power is bounded by \(e^{5\pi\nu/4}\), so the Gaussian permits the limit inside the integral. Since \(\int e^{-r^2/4}dr=2\sqrt\pi\),

\[
|B(-\infty)|=\frac{2\sqrt\pi}{g}e^{\pi\nu}.
\]

The integral for \(A\) has an additional factor \(1/p\). The line is a distance \(\sqrt2|\tau|\) from the origin, and so \(|A|\le\sqrt{2\pi}\,e^{5\pi\nu/4}/|\tau|\), which tends to zero. This solution therefore starts entirely in \(\beta\).

For \(\tau>0\), the corresponding line lies above the cut. The path can be moved there only if we add a hairpin that comes in along the lower edge of the cut and returns along the upper edge. On it \(p=\rho e^{3\pi i/4}\), and the exponential has modulus \(e^{-\rho^2/4-\rho\tau/\sqrt2}\). The powers on the two edges have moduli \(e^{5\pi\nu/4}\) and \(e^{-3\pi\nu/4}\) and the same phase \(\rho^{i\nu}\). The hairpin integral \(H\) in \(B\) therefore satisfies

\[
|H|\le\left(e^{5\pi\nu/4}-e^{-3\pi\nu/4}\right)
\int_0^\infty e^{-\rho\tau/\sqrt2}d\rho
=\frac{\sqrt2}{\tau}\left(e^{5\pi\nu/4}-e^{-3\pi\nu/4}\right).
\]

It vanishes at late times. On the straight line the argument of \(2\tau\) is now zero, and the same Gaussian integral gives \(|B(\infty)|=2\sqrt\pi/g\). Dividing the late value by the early one,

\[
\left|\frac{B(\infty)}{B(-\infty)}\right|^2=e^{-2\pi\nu}=e^{-\pi g^2}.
\]

The diagonal energy of \(\beta\) is \(-\tau\). It belongs to the upper band at early times and to the lower band at late times, when the mixing, of order \(g/|\tau|\), has vanished. We have thus found the probability of passing from the upper band to the lower. For the reverse passage, let \(U\) be the unitary matrix that carries the initial amplitudes to the final ones. Its first column and its second row are normalized:

\[
|U_{\alpha\alpha}|^2+|U_{\beta\alpha}|^2=1,\qquad
|U_{\beta\alpha}|^2+|U_{\beta\beta}|^2=1 .
\]

Hence \(|U_{\alpha\alpha}|=|U_{\beta\beta}|\), and the two tunnelling probabilities are equal. Inserting \(g\), we obtain

\[
P=\exp\left(-\frac{\pi\Delta^2}{4vF}\right)=e^{-F_0/F},\qquad
F_0=\frac{\pi\Delta^2}{4v}.
\]

The electron that tunnels stays on its ungapped branch and keeps its velocity. The electron that remains in the lower band changes branch and has its velocity reversed. The sign of \(\Delta\) does not matter, so both spin species of the antiferromagnetic mean field have the same \(P\).

The word tunnelling has a direct meaning in space. At total energy zero, the band energy at position \(x\) must equal \(Fx\), so in the linear model \(F^2x^2=v^2\kappa^2+\Delta^2/4\). For \(|x|<\Delta/(2F)\) the wave number is imaginary, with magnitude \(\sqrt{\Delta^2/4-F^2x^2}/v\). The semiclassical exponent for the probability is twice the integral of this decay rate:

\[
\frac{2}{v}\int_{-\Delta/(2F)}^{\Delta/(2F)}
\sqrt{\frac{\Delta^2}{4}-F^2x^2}\,dx
=\frac{2}{vF}\,\frac{\pi}{2}\,\frac{\Delta^2}{4}
=\frac{\pi\Delta^2}{4vF}.
\]

The integral is the area of a half disc after the substitution \(y=Fx\). A larger gap makes the forbidden region longer and the decay within it faster, which accounts for the square of \(\Delta\). A larger force shortens the region, whose length is \(\Delta/F\). This estimate gives the exponent; the contour solution also shows that the prefactor is one.

For a strong force, \(g\) is small and the result can be found by perturbation theory. Start with \(A=1\) and \(B=0\). To first order in \(g\),

\[
B(\infty)\simeq-ig\int_{-\infty}^{\infty}e^{-i\tau^2}d\tau
=-ig\sqrt\pi\,e^{-i\pi/4},
\]

so the probability of staying in the lower band is \(1-P\simeq\pi g^2\), in agreement with the expansion of \(e^{-\pi g^2}\). On the chain this limit still requires \(Fa\ll2J\), so the gap must be small enough to leave room for it. In the linear model, an electron under a weak force follows the lower band, and \(P\) vanishes faster than any power of \(F\). The sensitivity to the force is

\[
\frac{d\ln P}{d\ln F}=\frac{F_0}{F},
\]

which is large when \(F\ll F_0\). This is the origin of the steep rise in the opening numbers.

Those numbers belong to \(J=0.020\) hartree, \(a=6.0\) bohr and \(\Delta=0.020\) hartree, round values not assigned to any material. The slope is \(v=2(0.020)(6.0)=0.24\) atomic units, and

\[
F_0=\frac{\pi(0.020)^2}{4(0.24)}=1.31\times10^{-3}\ \text{a.u.},
\]

or \(6.7\times10^8\) V/m. At \(F=5.0\times10^{-4}\) a.u. the exponent is \(1.31/0.50=2.62\), and \(P=0.073\). The forbidden region is then \(0.020/(5.0\times10^{-4})=40\) bohr long, nearly seven lattice spacings. The small parameters are \(\Delta/(4J)=0.25\) and \(Fa/(2J)=0.075\).

The error of the linear branches can be measured by keeping the full sine. For this we integrate the two amplitude equations of the chain numerically with an adaptive Runge–Kutta method, from \(\kappa a=-\pi/2\) to \(\pi/2\). The electron starts in the lower eigenstate, and its final state is projected on the upper one. The results are:

| \(F\) (a.u.) | \(P\), linear branches | \(P\), full chain |
|---|---:|---:|
| \(2.0\times10^{-4}\) | 0.0014 | 0.0015 |
| \(5.0\times10^{-4}\) | 0.073 | 0.074 |
| \(1.0\times10^{-3}\) | 0.270 | 0.274 |

Relative to the full chain, the formula is low by about 5, 2 and 1 per cent, from the weakest force to the strongest. Expressed as an error of the exponent, these differences are 0.8, 0.8 and 1.1 per cent. The curvature of the bands accounts for 0.76 per cent at every force, as shown below. The remainder oscillates with \(F\) and comes from the finite range of the sweep. A relative error in the exponent is multiplied by the exponent's size, \(F_0/F\), when it is converted into a relative error of \(P\), and so it shows most at weak force. The two conditions above therefore do not guarantee an accurate \(P\) when \(F\ll F_0\): at \(F=7\times10^{-5}\) a.u. the chain value is already 28 per cent above the formula. At still weaker force the projection on the field-free bands at the ends of the sweep leaves a remainder that exceeds the tunnelling itself, about \(10^{-12}\) at \(F=3\times10^{-5}\) a.u., where the formula gives \(10^{-19}\).

The curvature should matter less as the gap shrinks. If \(g\) is held fixed, then \(Fa/(2J)=[\Delta/(4J)]^2/g^2\), so both small parameters fall together. The sine departs from a straight line by a relative amount \((\kappa a)^2/6\), and the important values of \(\kappa a\) scale with \(\Delta/(4J)\); this suggests a correction to the exponent proportional to the square of that ratio. For \(g^2=1\), the same numerical integration gives exponents smaller than \(\pi\) by 0.97, 0.28 and 0.07 per cent at \(\Delta/(4J)=0.30\), 0.15 and 0.075. The first halving reduces the deviation by a factor of about 3.5 and the second by about 4, while the estimate gives four. The coefficient follows from the semiclassical integral. On the chain the decay rate in the gap is \(\operatorname{arsinh}(s)/a\) with \(s=\sqrt{\Delta^2/4-F^2x^2}/(2J)\), and \(\operatorname{arsinh}s\simeq s-s^3/6\) lowers the exponent by the fraction \([\Delta/(4J)]^2/8\) at leading order. The full integral gives 1.09, 0.28 and 0.07 per cent for the three ratios, and 0.76 per cent at 0.25. The value 0.97 also contains the oscillating part from the finite sweep: at the same gap, \(g^2=0.9\) and 1.1 give 1.21 and 1.23 per cent.

The same passage can be followed without introducing a moving wave number. Take a chain of 400 sites and a packet with amplitude proportional to \(e^{-n^2/(4\cdot25^2)}\), where \(n\) is the site number counted from the middle. Project it on the lower band of the chain without force, then evolve it in the static potential \(-Fan\) by diagonalizing the Hamiltonian. The packet starts around \(k=0\), and after a time \(\pi/(Fa)=1047\) a.u. it has passed one crossing. At \(F=5.0\times10^{-4}\) a.u. its weight in the upper band is 0.0745, the value found from the two amplitudes. The force has done in space what the moving wave number describes in the band.

For a filled lower band, each pair of wave numbers \(k\) and \(k+\pi/a\) holds one electron of each spin. The upper state is empty at the first passage, so the exclusion principle does not block the transition. There are \(1/(2\pi)\) wave numbers per unit length and unit interval of \(k\), and they move past the crossing at the rate \(F\). The number of electrons excited per unit length and time is therefore \(FP/(2\pi)\) for each spin, as long as only first passages count. States that lie close to the crossing when the force is switched on do not make a complete passage, and they add a separate contribution that depends on how the force is applied.

Later passages need amplitudes. An electron that begins in the lower band can reach the upper band after two crossings by tunnelling at the first or at the second. Each path has an amplitude of modulus \(\sqrt{P(1-P)}\). With a relative phase \(\chi\), the probability is

\[
P(1-P)\left|1+e^{i\chi}\right|^2=4P(1-P)\cos^2\frac{\chi}{2}.
\]

It can lie anywhere from zero to \(4P(1-P)\). If scattering makes \(\chi\) random between the crossings, the average is \(2P(1-P)\), which is the sum of the two separate probabilities.

In this model, \(F_0\) is thus a scale for the creation of carriers, and not a sharp threshold: at \(F=F_0\) the probability is \(1/e\), and nothing singular happens there. It is not by itself the switching field of an oxide device. The chain has a single direction of motion, and it leaves out scattering, heating and carriers that are already present. The fixed gap is a further restriction. If the gap comes from electronic order, excited carriers can alter it, and \(\Delta\) then has to be found together with their number. In a Mott insulator without such order, the elementary process is the creation of a doubly occupied site and an empty one out of a correlated state. The two-band formula does not derive the rate of that process, even if the measured gap is inserted for \(\Delta\).

Numbers in the example were calculated in double precision.
